# Residual Power after Adiabatic Transfer between Waveguides with Linear Detuning: test program

```python
"""
Residual power in the input guide of two coupled waveguides with linear detuning.

Result under test: for
    a1' = i (D/2) a1 + i k a2,   a2' = i k a1 - i (D/2) a2,   D = alpha z,
with all power in guide 1 at z -> -infinity, the power left in guide 1 at
z -> +infinity is P = exp(-2 pi k^2 / |alpha|).
A finite window of length L with abrupt ends adds a ripple:
    a1 = cos(2 theta) sqrt(P) + sin(2 theta) sqrt(1-P) cos(chi),
    tan(2 theta) = 2 k / D(L/2).

Symbols: k coupling (1/angstrom), D = beta1 - beta2 detuning (1/angstrom),
alpha its slope (1/angstrom^2). Energies are hbar c times propagation constants.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma

HBAR_C = const.hbar * const.c / const.e * 1e10          # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom
LIGHT_SPEED_AU = 1 / const.fine_structure


def transfer_matrix(coupling, slope, z_start, z_end, slices=2**17):
    """Ordered product of exact propagators of thin slices."""
    h = (z_end - z_start) / slices
    z = z_start + h * (np.arange(slices) + 0.5)
    half = slope * z / 2
    k = coupling(z) * np.ones(slices)
    q = np.sqrt(half**2 + k**2)
    c, s = np.cos(q * h), np.sin(q * h) / q
    u = np.empty((slices, 2, 2), complex)
    u[:, 0, 0] = c + 1j * half * s
    u[:, 1, 1] = c - 1j * half * s
    u[:, 0, 1] = u[:, 1, 0] = 1j * k * s
    while len(u) > 1:
        u = u[1::2] @ u[0::2]
    return u[0]


def device_amplitude(v_ev, end_ev, length, smooth=False, slices=2**17):
    """Amplitude a1 at the output; detuning energy runs from -end_ev to end_ev."""
    k = v_ev / HBAR_C
    slope = 2 * end_ev / HBAR_C / length

    def coupling(z):
        if not smooth:
            return k
        u = 2 * np.abs(z) / length
        return k * np.where(u < 0.5, 1.0, np.cos(np.pi * (u - 0.5))**2)

    return transfer_matrix(coupling, slope, -length / 2, length / 2, slices)[0, 0]


def landau_zener(v_ev, end_ev, length):
    k = v_ev / HBAR_C
    slope = 2 * end_ev / HBAR_C / length
    return np.exp(-2 * np.pi * k**2 / abs(slope))


def ripple_parts(v_ev, end_ev, length):
    """Centre and half-width of the band of output amplitudes."""
    p = landau_zener(v_ev, end_ev, length)
    root = np.hypot(end_ev, 2 * v_ev)
    return end_ev / root * np.sqrt(p), 2 * v_ev / root * np.sqrt(1 - p)


# --- Contour-integral solution, in units where the slope is 1 ---
def contour_fields(x, k):
    """b1 and b2 = b1'/(i k) from the loop integral around the origin."""
    nu = k**2
    nodes, weights = np.polynomial.legendre.leggauss(500)
    r = 7.5 + 6.5 * nodes                     # radius from 1 to 14
    phi = np.pi / 4 + np.pi * nodes           # from -3 pi/4 to 5 pi/4
    total = np.zeros(2, complex)

    def integrands(radius, angle):
        s = radius * np.exp(1j * angle)
        log_s = np.log(radius) + 1j * angle
        g = np.exp((-1 - 1j * nu) * log_s + 0.5j * s**2 + 1j * x * s)
        return s, np.array([g, s * g / k])

    for angle, sign in ((-3 * np.pi / 4, -1), (5 * np.pi / 4, 1)):
        _, f = integrands(r, angle)
        total += sign * np.exp(1j * angle) * 6.5 * (f @ weights)
    s, f = integrands(np.ones_like(phi), phi)
    total += np.pi * ((f * 1j * s) @ weights)
    return total


k_test = 0.6
x_a, x_b = -5.0, 4.0
start = contour_fields(x_a, k_test) * np.exp(0.25j * x_a**2)
finish = contour_fields(x_b, k_test) * np.exp(0.25j * x_b**2)
carried = transfer_matrix(lambda z: k_test, 1.0, x_a, x_b) @ start
contour_error = np.linalg.norm(carried - finish) / np.linalg.norm(finish)
assert contour_error < 1e-6

nu_test, x_far = k_test**2, -12.0
asymptote = (2j * np.pi / gamma(1 + 1j * nu_test) * abs(x_far)**(1j * nu_test)
             * np.exp(np.pi * nu_test / 2))
asymptote_error = abs(contour_fields(x_far, k_test)[0] / asymptote - 1)
assert asymptote_error < 0.01      # neglected terms are of order 1/x^2

# --- Model device ---
photon, V, D_end, L = 0.8, 0.004, 0.08, 1.0e7
kappa = V / HBAR_C
alpha = 2 * D_end / HBAR_C / L
P_lz = landau_zener(V, D_end, L)
a_abrupt = device_amplitude(V, D_end, L)
P_abrupt = abs(a_abrupt)**2
P_smooth = abs(device_amplitude(V, D_end, L, smooth=True))**2
assert abs(a_abrupt.imag) < 1e-8   # symmetric sweep gives a real amplitude


# --- The same device as a time-dependent two-level problem, atomic units ---
def schrodinger_power(velocity):
    scale = velocity / LIGHT_SPEED_AU
    v_au, end_au = scale * V / HARTREE, scale * D_end / HARTREE
    duration = L / BOHR / velocity

    def rhs(t, psi):
        e = end_au * t / duration          # half of the energy difference
        return -1j * np.array([e * psi[0] + v_au * psi[1],
                               v_au * psi[0] - e * psi[1]])

    sol = solve_ivp(rhs, (-duration / 2, duration / 2), np.array([1, 0], complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    return abs(sol.y[0, -1])**2


P_time = schrodinger_power(LIGHT_SPEED_AU)
assert abs(P_time - P_abrupt) < 1e-5
assert abs(schrodinger_power(LIGHT_SPEED_AU / 4) - P_abrupt) < 1e-5

# --- Exponential law: wide windows, smooth coupling, both signs of sweep ---
law_error = 0.0
for v, end, length in ((0.002, 0.32, 4e7), (0.004, 0.32, 4e7), (0.006, 0.32, 4e7),
                       (0.004, 0.32, 2e7), (0.004, -0.32, 4e7)):
    p_num = abs(device_amplitude(v, end, length, True, 2**18))**2
    law_error = max(law_error, abs(p_num / landau_zener(v, end, length) - 1))
assert law_error < 5e-3

# --- Ripple band at fixed sweep rate: must be filled and not exceeded ---
scaled = []
for factor in np.linspace(1.0, 1.032, 41):
    a = device_amplitude(V, D_end * factor, L * factor, slices=2**15).real
    centre, width = ripple_parts(V, D_end * factor, L * factor)
    scaled.append((a - centre) / width)
assert 0.98 < max(scaled) < 1.02 and -1.02 < min(scaled) < -0.98
centre, width = ripple_parts(V, D_end, L)
band_low = max(centre - width, 0.0)**2
band_high = (centre + width)**2

# --- Adiabatic floor of a long device with abrupt ends ---
floor_max = 4 * V**2 / (D_end**2 + 4 * V**2)
floor_rows = []
for length in (1.000e8, 1.001e8, 1.002e8):
    half_phase = quad(lambda u: np.hypot(D_end * u, 2 * V), 0, 1,
                      epsabs=1e-13, epsrel=1e-12)[0] * length / HBAR_C / 2
    predicted = floor_max * np.cos(half_phase)**2
    found = abs(device_amplitude(V, D_end, length, slices=2**18))**2
    assert abs(found - predicted) < 0.05 * floor_max  # finite-rate phase shift
    floor_rows.append((length, found, predicted))

print(f"photon energy: {photon:.3f} eV")
print(f"coupling energy V: {V:.4f} eV")
print(f"smallest supermode splitting 2V: {2 * V:.4f} eV")
print(f"end detuning energy D: +/-{D_end:.3f} eV")
print(f"end index difference D/photon energy: +/-{D_end / photon:.3f}")
print(f"device length L: {L:.3e} angstrom = {L * 1e-7:.3f} mm")
print(f"hbar c: {HBAR_C:.3f} eV angstrom")
print(f"coupling kappa: {kappa:.4e} 1/angstrom")
print(f"detuning slope alpha: {alpha:.4e} 1/angstrom^2")
print(f"nu = kappa^2/alpha: {kappa**2 / alpha:.4f}")
print(f"exponent 2 pi nu: {2 * np.pi * kappa**2 / alpha:.4f}")
print(f"Landau-Zener residual P: {P_lz:.5f} = {10 * np.log10(P_lz):.2f} dB")
print(f"residual, abrupt ends: {P_abrupt:.5f}")
print(f"residual, abrupt ends, Schrodinger equation: {P_time:.5f}")
print(f"amplitude band centre: {centre:.4f}, half-width: {width:.4f}")
print(f"power band, abrupt ends: {band_low:.5f} to {band_high:.5f}")
print(f"scaled ripple found in scan: {min(scaled):.4f} to {max(scaled):.4f}")
print(f"residual, smooth coupling: {P_smooth:.5f}")

print("length (angstrom) | Landau-Zener | abrupt ends | smooth coupling")
for length in (0.5e7, 1.0e7, 1.5e7, 2.0e7):
    p = landau_zener(V, D_end, length)
    p_a = abs(device_amplitude(V, D_end, length))**2
    p_s = abs(device_amplitude(V, D_end, length, smooth=True))**2
    assert abs(p_s / p - 1) < 0.03   # finite smoothness of the coupling
    print(f"  {length:.2e} | {p:.5f} | {p_a:.5f} | {p_s:.5f}")

print("fixed slope, wider model window: factor | abrupt residual | half-width")
for factor in (1, 4, 16):
    a = device_amplitude(V, D_end * factor, L * factor, slices=2**18).real
    mid, half_width = ripple_parts(V, D_end * factor, L * factor)
    assert abs(a - mid) < 1.02 * half_width
    print(f"  {factor:2d} | {a**2:.5f} | {half_width:.5f}")

print(f"largest adiabatic floor sin^2(2 theta): {floor_max:.5f}")
print("long abrupt device: length (angstrom) | residual | adiabatic formula")
for length, found, predicted in floor_rows:
    print(f"  {length:.3e} | {found:.6f} | {predicted:.6f}")

target = 0.01
L_au = (LIGHT_SPEED_AU * (D_end / HARTREE) * np.log(1 / target)
        / (np.pi * (V / HARTREE)**2))
L_target = L_au * BOHR
P_target = abs(device_amplitude(V, D_end, L_target, smooth=True))**2
assert abs(P_target / target - 1) < 0.03
print(f"target residual: {target:.3f}")
print(f"length for target: {L_target:.4e} angstrom = {L_target * 1e-7:.3f} mm")
print(f"residual at that length, smooth coupling: {P_target:.5f}")
print(f"contour solution against propagation, relative error: {contour_error:.1e}")
print(f"contour asymptote at scaled z = {x_far:.0f}, error: {asymptote_error:.1e}")
print(f"exponential law, largest relative error: {law_error:.1e}")
print("all tests passed")
```

Printed output:

```
photon energy: 0.800 eV
coupling energy V: 0.0040 eV
smallest supermode splitting 2V: 0.0080 eV
end detuning energy D: +/-0.080 eV
end index difference D/photon energy: +/-0.100
device length L: 1.000e+07 angstrom = 1.000 mm
hbar c: 1973.270 eV angstrom
coupling kappa: 2.0271e-06 1/angstrom
detuning slope alpha: 8.1084e-12 1/angstrom^2
nu = kappa^2/alpha: 0.5068
exponent 2 pi nu: 3.1841
Landau-Zener residual P: 0.04141 = -13.83 dB
residual, abrupt ends: 0.03464
residual, abrupt ends, Schrodinger equation: 0.03464
amplitude band centre: 0.2025, half-width: 0.0974
power band, abrupt ends: 0.01104 to 0.08995
scaled ripple found in scan: -0.9977 to 0.9981
residual, smooth coupling: 0.04156
length (angstrom) | Landau-Zener | abrupt ends | smooth coupling
  5.00e+06 | 0.20350 | 0.14276 | 0.20368
  1.00e+07 | 0.04141 | 0.03464 | 0.04156
  1.50e+07 | 0.00843 | 0.03358 | 0.00843
  2.00e+07 | 0.00172 | 0.00164 | 0.00171
fixed slope, wider model window: factor | abrupt residual | half-width
   1 | 0.03464 | 0.09742
   4 | 0.05035 | 0.02447
  16 | 0.03941 | 0.00612
largest adiabatic floor sin^2(2 theta): 0.00990
long abrupt device: length (angstrom) | residual | adiabatic formula
  1.000e+08 | 0.009111 | 0.009023
  1.001e+08 | 0.005176 | 0.005333
  1.002e+08 | 0.000563 | 0.000492
target residual: 0.010
length for target: 1.4463e+07 angstrom = 1.446 mm
residual at that length, smooth coupling: 0.01003
contour solution against propagation, relative error: 3.8e-10
contour asymptote at scaled z = -12, error: 1.3e-03
exponential law, largest relative error: 2.9e-05
all tests passed
```
